# The Goldstone Pole in ALSDA and How Truncation Moves It

Q: In a ferromagnet without spin-orbit coupling, turning all spins together costs no energy. But in the adiabatic local spin density approximation (ALSDA), the magnon comes from an approximate functional and a Dyson equation. Why should that machinery know about the rotation?

A: It knows if the ground state and the response kernel come from the same rotationally invariant functional. I take a collinear state, magnetized along $\pm z$ at every point, and a local functional $E_{xc}=\int e_{xc}(n,|\mathbf m|)\,d^3r$. In Hartree atomic units the Kohn-Sham Hamiltonians are

$$h_\sigma=-\tfrac12\nabla^2+v(\mathbf r)+\sigma\,[B(\mathbf r)+b_0],\qquad \sigma=\pm1 .$$

Here $v$ holds everything independent of spin, $B\equiv B_{xc}=\partial e_{xc}/\partial m$ with $m=n_\uparrow-n_\downarrow$, and $b_0$ is a uniform external field. Fields are energies: a perturbation reads $\delta h=\boldsymbol\sigma\cdot\mathbf b$. A negative field favours up spins.

Q: A collinear calculation never tilts a spin. Where do you get the kernel for tilting?

A: From the vector form of the functional. Its exchange-correlation field is

$$\mathbf B_{xc}=\frac{\partial e_{xc}}{\partial\mathbf m}=e'(|\mathbf m|)\,\frac{\mathbf m}{|\mathbf m|},$$

where the prime is a derivative with respect to $|\mathbf m|$ at fixed $n$. Add a small transverse part $\delta\mathbf m_\perp$ to $m\hat z$. The length becomes $\sqrt{m^2+\delta m_\perp^2}$, which differs from $|m|$ only at second order. To first order, therefore,

$$\delta\mathbf B_\perp=\frac{e'(|m|)}{|m|}\,\delta\mathbf m_\perp .$$

The $z$ component of the unperturbed field is $B=e'(|m|)\,m/|m|$, so $e'(|m|)/|m|=B/m$. The transverse kernel is local,

$$f(\mathbf r)=\frac{B(\mathbf r)}{m(\mathbf r)} .$$

Q: That looks dangerous where $m$ passes through zero.

A: It is harmless if $e_{xc}$ is a smooth even function of $|\mathbf m|$. Then $e'(|m|)\approx e''(0)\,|m|$ for small $m$, and $f\to e''(0)$. One should use this limit rather than divide two small numbers. The limit depends on $n$ and grows in magnitude at low density: in the LSDA with Perdew-Wang (1992) correlation it is $-2.4$ Ha bohr$^3$ at $r_s=2$ and $-30$ Ha bohr$^3$ at $r_s=10$, so regions of low density need separate care.

Q: Now the Kohn-Sham susceptibility. Conventions differ, and a lost factor of two would ruin your argument.

A: Then I derive it. Define $b_+=b_x+ib_y$ and $m_+=m_x+im_y$. The Pauli matrices give

$$\sigma_xb_x+\sigma_yb_y=\begin{pmatrix}0&b_x-ib_y\\ b_x+ib_y&0\end{pmatrix},$$

so $b_+$ turns an up orbital $\varphi_{i\uparrow}$ into a down orbital $\varphi_{j\downarrow}$. Let $\rho$ be the one-particle density matrix, with $i\,\partial_t\rho=[h,\rho]$ and occupations $f_{i\uparrow},f_{j\downarrow}$ on its unperturbed diagonal. To first order,

$$i\,\partial_t\delta\rho_{ji}=(\varepsilon_{j\downarrow}-\varepsilon_{i\uparrow})\,\delta\rho_{ji}+(f_{i\uparrow}-f_{j\downarrow})\langle j\!\downarrow|b_+|i\!\uparrow\rangle .$$

For a time dependence $e^{-i\omega t}$ the left side is $\omega\,\delta\rho_{ji}$, hence

$$\delta\rho_{ji}=\frac{(f_{i\uparrow}-f_{j\downarrow})\langle j\!\downarrow|b_+|i\!\uparrow\rangle}{\omega+\varepsilon_{i\uparrow}-\varepsilon_{j\downarrow}} .$$

The matrix $\sigma_x+i\sigma_y$ has the single nonzero element 2, in the up-down position. Its expectation value is $m_+(\mathbf r)=2\sum_{ij}\varphi_{i\uparrow}^*(\mathbf r)\varphi_{j\downarrow}(\mathbf r)\,\delta\rho_{ji}$. Thus $m_+=\chi_s b_+$ with

$$\chi_s(\mathbf r,\mathbf r';\omega)=2\sum_{ij}(f_{i\uparrow}-f_{j\downarrow})\frac{\varphi_{i\uparrow}^*(\mathbf r)\varphi_{j\downarrow}(\mathbf r)\varphi_{j\downarrow}^*(\mathbf r')\varphi_{i\uparrow}(\mathbf r')}{\omega+\varepsilon_{i\uparrow}-\varepsilon_{j\downarrow}} .$$

The frequency carries a small positive imaginary part where one is needed.

Q: This is an infinite sum over orbitals of two different Hamiltonians. How can it give anything in closed form?

A: The two Hamiltonians differ by a multiplicative field, $h_\uparrow-h_\downarrow=2(B+b_0)$. Take this between $\varphi_{j\downarrow}$ and $\varphi_{i\uparrow}$. Letting $h_\uparrow$ act to the right and $h_\downarrow$ to the left gives

$$\langle j\!\downarrow|2B+2b_0|i\!\uparrow\rangle=(\varepsilon_{i\uparrow}-\varepsilon_{j\downarrow})\langle j\!\downarrow|i\!\uparrow\rangle .$$

Add $\omega\langle j\!\downarrow|i\!\uparrow\rangle$ to both sides:

$$\langle j\!\downarrow|\omega+2B+2b_0|i\!\uparrow\rangle=(\omega+\varepsilon_{i\uparrow}-\varepsilon_{j\downarrow})\langle j\!\downarrow|i\!\uparrow\rangle .$$

The right side contains the denominator of $\chi_s$. So let $\chi_s$ act on the field $B+b_0+\omega/2$, which is half the operator above. The half cancels the prefactor 2, the denominator cancels, and

$$\chi_s(\omega)\Big[B+b_0+\frac{\omega}{2}\Big]=\sum_{ij}(f_{i\uparrow}-f_{j\downarrow})\,\varphi_{i\uparrow}^*\varphi_{j\downarrow}\langle j\!\downarrow|i\!\uparrow\rangle .$$

In the $f_{i\uparrow}$ term, completeness of the down orbitals gives $\sum_j\varphi_{j\downarrow}\langle j\!\downarrow|i\!\uparrow\rangle=\varphi_{i\uparrow}$, and the term becomes $n_\uparrow$. In the $f_{j\downarrow}$ term, completeness of the up orbitals gives $\sum_i\varphi_{i\uparrow}^*\langle j\!\downarrow|i\!\uparrow\rangle=\varphi_{j\downarrow}^*$, and the term becomes $n_\downarrow$. Therefore

$$\chi_s(\omega)\Big[B+b_0+\frac{\omega}{2}\Big]=m .$$

Q: What does this say at zero frequency and without an external field?

A: It becomes

$$m=\chi_s(0)\,B_{xc}.$$

Tilt the exchange-correlation field by a small angle $\theta$. This adds a transverse field $\theta B$, and the Kohn-Sham electrons answer with $\theta m$: their magnetization tilts by the same angle.

Q: What if an up level and a down level coincide? Your static denominator vanishes.

A: If occupations depend on energy alone, such a pair has $f_{i\uparrow}=f_{j\downarrow}$ and drops out at finite $\omega$. The static statement is the limit $\omega\to0$.

Q: So far this concerns non-interacting electrons. I want the pole of the interacting response.

A: The electrons feel the applied field plus the induced one, $m_+=\chi_s(b_++f m_+)$. Hence $m_+=\chi b_+$ with $\chi=(1-\chi_sf)^{-1}\chi_s$. Since $fm=B$, the identity gives

$$(1-\chi_s f)\,m=m-\chi_sB=\chi_s(\omega)\Big[b_0+\frac{\omega}{2}\Big].$$

The bracket is a number times the constant function 1. Apply $(1-\chi_sf)^{-1}$, at a frequency where it exists, and divide by that number:

$$\chi(\omega)\,1=\frac{m(\mathbf r)}{b_0+\omega/2}\;\xrightarrow{\;b_0=0\;}\;\frac{2\,m(\mathbf r)}{\omega}.$$

This is the response to a uniform transverse field. In a crystal $m(\mathbf r)$ has the lattice period, so the pole at $\omega=0$ belongs to $q=0$. Its residue $2m(\mathbf r)$ is not zero, so the pole cannot cancel. With a field the pole moves to $\omega=-2b_0$, the Larmor frequency for spin one half.

Q: Where could this proof fail for a physical reason?

A: With spin-orbit coupling the orbitals no longer separate into $\uparrow$ and $\downarrow$, and rotating the spins alone can change the energy. A gap is then not necessarily an error. The proof also needs $fm=B$, which is lost if the kernel comes from another functional or from an unconverged density. And it fixes one point of the spectrum: it does not make ALSDA magnons accurate at finite $q$.

Q: You used completeness twice, and no calculation has a complete basis. So every calculation has a gap?

A: No. Suppose both spins use the same finite orbital basis, all eigenstates within it are kept, and products of orbitals are fully resolved in space. Each occupied orbital lies in the span of the basis, so both completeness sums still return it. The matrix elements of $h_\uparrow-h_\downarrow$ between basis functions are still those of $2(B+b_0)$. The proof goes through inside the finite space, although the density itself may be poor.

Two other truncations break it in general. One drops high bands from the sum in $\chi_s$. The other represents $m_+$ and the induced field in too few basis functions.

Q: Can you say how large the gap is, or only that there is one?

A: To leading order, yes. Set $b_0=0$ and replace $\chi_s$ by $\chi_s+\Delta\chi$ and $f$ by $f+\Delta f$. Write $\langle a|b\rangle$ for $\int a^*b$, and $M=\int m$, taken positive. The mode $u=m+u_1$ obeys

$$u=[\chi_s(\omega)+\Delta\chi]\,(f+\Delta f)\,u .$$

Project from the left on $B$. Because $\chi_s(0)$ is Hermitian and $\chi_s(0)B=m$,

$$\langle B|\chi_s(0)f=\langle m|f=\langle B| ,$$

so $\langle B|[1-\chi_s(0)f]=0$ and the unknown $u_1$ disappears at first order. What remains is

$$0=\langle B|\chi_s(\omega)-\chi_s(0)|B\rangle+\langle B|\Delta\chi|B\rangle+\langle m|\Delta f|m\rangle ,$$

where I used $fm=B$ in the second term and $\langle B|\chi_s(0)=\langle m|$ in the third. The identity gives $\chi_s(\omega)B=m-\tfrac{\omega}{2}\chi_s(\omega)1$. To first order in $\omega$, the first term is therefore $-\tfrac{\omega}{2}\langle B|\chi_s(0)|1\rangle=-\tfrac{\omega}{2}M$. Hence

$$\frac{M\omega}{2}=\langle B|\Delta\chi|B\rangle+\langle m|\Delta f|m\rangle .$$

Q: Apply that to missing bands.

A: Now $\Delta f=0$, and $\Delta\chi$ is minus the dropped part of the sum. Thus

$$\langle B|\Delta\chi|B\rangle=2\sum_{\rm dropped}(f_{i\uparrow}-f_{j\downarrow})\frac{|\langle j\!\downarrow|B|i\!\uparrow\rangle|^2}{\varepsilon_{j\downarrow}-\varepsilon_{i\uparrow}} .$$

Insert $\langle j\!\downarrow|B|i\!\uparrow\rangle=\tfrac12(\varepsilon_{i\uparrow}-\varepsilon_{j\downarrow})\langle j\!\downarrow|i\!\uparrow\rangle$. Its square brings a factor $\tfrac14$ and one power of the energy difference survives:

$$\omega_{\rm gap}\simeq\frac1M\sum_{\rm dropped}(f_{i\uparrow}-f_{j\downarrow})(\varepsilon_{j\downarrow}-\varepsilon_{i\uparrow})\,|\langle j\!\downarrow|i\!\uparrow\rangle|^2 .$$

If occupied levels lie below empty ones, no term is negative. At this order missing bands push the magnon up. The overlaps measure how much up and down orbitals differ in shape. If $B$ were uniform, both spins would have the same orbitals, overlaps between different ones would vanish, and dropping empty bands above all occupied ones would cost nothing.

Q: And a truncated response basis?

A: Let $P$ project on the retained functions and $Q=1-P$. The kernel becomes $PfP$, so $\Delta f=PfP-f$ and

$$\omega_{\rm gap}\simeq\frac2M\big[\langle Pm|f|Pm\rangle-\langle m|f|m\rangle\big].$$

Putting $Pm=m-Qm$ turns the bracket into $-2\langle Qm|B\rangle+\langle Qm|f|Qm\rangle$. For a constant $f=-F$ with $F>0$ this is $2F\|Qm\|^2-F\|Qm\|^2=F\|Qm\|^2$, a positive shift. But if $B$ is smooth enough that $QB=0$ while $Qm\neq0$, only $\langle Qm|f|Qm\rangle$ remains, which is negative for $f<0$. The sign is not fixed in general.

Q: I would like numbers, from a case where $B$ is not uniform.

A: Take a one-dimensional model: a ring of 8 cells of length $a=4$ bohr, with lattice potential $6\sin^2(\pi x/a)$ Ha. It holds 11 up and 8 down electrons, so the moment of the whole ring, which is the $M$ of the gap formulas when sums and integrals run over the ring, is $M=11-8=3$, or $3/8=0.375$ per cell. The functional is

$$e_{xc}=-\frac{I}{2}m_0^2\Big[\sqrt{1+(m/m_0)^2}-1\Big],\qquad f=\frac{B}{m}=-\frac{I/2}{\sqrt{1+(m/m_0)^2}},$$

with $I=4$ Ha bohr and $m_0=0.3$ bohr$^{-1}$. A Hartree term is omitted from the model; being independent of spin, it would cancel in $h_\uparrow-h_\downarrow$.

I solved this self-consistently with 21 plane waves per Bloch vector. The magnetization changes sign within the cell, running from $-0.129$ to $0.271$ bohr$^{-1}$ on a grid of 45 points per cell (41 plane waves on 128 points give a maximum of $0.272$). At the maximum, $f=-2/\sqrt{1+(0.271/0.3)^2}=-1.48$ Ha bohr and $B=-1.48\times0.271=-0.40$ Ha. Occupied levels lie below empty ones.

Q: How do you find the poles without scanning a determinant?

A: Put the induced field $fm_+$ in place of $b_+$ in the equation for $\delta\rho$:

$$\omega\,\delta\rho_{ji}=(\varepsilon_{j\downarrow}-\varepsilon_{i\uparrow})\,\delta\rho_{ji}+(f_{i\uparrow}-f_{j\downarrow})\langle j\!\downarrow|f m_+|i\!\uparrow\rangle .$$

Since $m_+$ is linear in $\delta\rho$, this is a matrix eigenvalue problem in the space of spin-flip pairs. With all bands, the eigenvalue nearest zero at $q=0$ is of order $10^{-12}$ Ha, the level of the tolerance to which the density was made self-consistent. The lowest spin flip without the kernel costs 0.564 Ha, so the kernel cancels all of that. For $b_0=-0.01$ Ha the pole sits at $0.0200$ Ha, which is $-2b_0$.

At $q=\tfrac14,\tfrac12,\tfrac34,1$ in units of $\pi/a$ the magnon energies are 7.4, 26.0, 46.1 and 54.9 mHa. Doubling the smallest $q$ multiplies the energy by $26.0/7.4\approx3.5$, somewhat less than the 4 of a pure $q^2$ law. These values belong to the ring of 8 cells. A ring of 24 cells with 33 up and 24 down electrons gives 7.2, 25.4 and 53.5 mHa at $q=\tfrac14,\tfrac12,1$, about 2.5% lower, and there going from $q=\tfrac1{12}$ to $\tfrac16$ multiplies the energy by 3.95.

Q: And your claim that a poor orbital basis is harmless?

A: With 7 plane waves, all eigenstates kept, the magnetization changes by up to 0.037 bohr$^{-1}$, a sizeable part of its maximum. The pole stays at zero within $10^{-12}$ Ha.

Now keep the good ground state but drop from $\chi_s$ each pair that involves an orbital above the lowest $N_b$ bands of its spin:

| $N_b$ | gap (mHa) | first order (mHa) |
|---|---|---|
| 2 | 76.8 | 154.0 |
| 3 | 61.4 | 97.4 |
| 4 | 50.4 | 76.2 |
| 5 | 32.8 | 43.7 |
| 6 | 19.3 | 23.6 |

With three bands the gap is 61.4 mHa, or 1.67 eV, more than the whole magnon bandwidth of 54.9 mHa. The identity has visibly failed: $\chi_sB$ misses $m$ by up to 0.078 bohr$^{-1}$.

Q: Your formula is wrong by a factor of two in the first row.

A: Two bands are not a small perturbation. The ratio of gap to estimate rises from 0.50 to 0.82 down the table. To see the leading order by itself, keep all bands but reduce the weight of the pairs dropped at $N_b=3$ by one part in a thousand. The pole then moves by 97.36 mHa per unit of removed weight, against 97.41 mHa from the formula.

Q: What does the response basis do?

A: With all bands in $\chi_s$ and the kernel projected on 7, 9, 11 and 15 plane waves, the pole lies at 24.2, 6.1, 1.1 and 0.0005 mHa. The first-order values are 31.7, 7.4, 1.3 and 0.004 mHa.

Q: The last pair disagrees by a factor of about eight, just where the truncation is mildest. Shouldn't first order be best there?

A: Not for this truncation. The first-order bracket above is quadratic in the discarded parts $Qm$ and $QB$, since $\langle Qm|B\rangle=\langle Qm|QB\rangle$. The projection on $B$ dropped the term $\langle m|\Delta f|u_1\rangle$. To see its role, project the mode equation $u=\chi_s(\omega)(f+\Delta f)u$ on $B+\omega/2$ instead. For real $\omega$ the identity gives $\langle B+\omega/2|\chi_s(\omega)=\langle m|$, hence $\tfrac{\omega}{2}\int u=\langle m|\Delta f|u\rangle$. Fix the scale of the mode by $\int u=M$, that is $\int u_1=0$. Then $M\omega/2=\langle m|\Delta f|m\rangle+\langle m|\Delta f|u_1\rangle$ with nothing neglected. Inserting $u=m+u_1$ in the mode equation gives $[1-\chi_s(\omega)(f+\Delta f)]\,u_1=\chi_s(\omega)\,\Delta f\,m-\tfrac{\omega}{2}\chi_s(\omega)1$. Here $\Delta f$ must stay on the left, because for a projection it is not a small operator; only $\Delta f\,m$ is small. At the pole the operator on the left annihilates $u$, so the equation fixes $u_1$ only together with $\int u_1=0$. If no other pole is near, $u_1$ is then bounded by a constant times the right side, whose leading part is linear in $\Delta f\,m$. The dropped term is therefore bounded by a quantity quadratic in $\Delta f\,m$, and

$$\Delta f\,m=Pf(m-Qm)-B=-QB-PfQm ,$$

which is linear in the same discarded parts. So the bound on the dropped term is quadratic in them as well, the same order as the bracket that was kept. Both shrink together, and this counting does not force their ratio to zero. It does not predict the ratio either: pole over estimate is 0.76, 0.83 and 0.85 for 7, 9 and 11 waves, and it is lower at 15. There both numbers are below 10 $\mu$Ha and depend on the orbital basis: with 31 or 41 orbital plane waves in place of 21, the pole is 3.05 $\mu$Ha and the estimate 9.1 $\mu$Ha, so the factor of eight becomes a factor of three. The formula gives the initial slope when $\Delta f$ is switched on gradually; it need not give an accurate relative value for the full projection.

Q: Suppose I can't afford more bands. May I just adjust the kernel until the gap closes?

A: You may, if you know what that restores. With $f<0$, the eigenvalues of $\chi_s(0)f$ are those of $|f|^{1/2}[-\chi_s(0)]|f|^{1/2}$. When occupied levels lie below empty ones, each pair adds a non-negative operator to $-\chi_s(0)$, so dropping pairs cannot raise the largest eigenvalue $\lambda$. In the model $\lambda=1$ with all bands, the Goldstone condition, and $\lambda=0.896$ with three. Replacing $f$ by $f/\lambda$ makes the largest eigenvalue 1 again and puts a pole back at $\omega=0$.

At the zone edge, $q=\pi/a$, the three-band magnon lies at 115.6 mHa with the original kernel and at 51.7 mHa with the rescaled one. The value with all bands is 54.9 mHa. Rescaling removes most of the error but leaves the magnon about 6% too low.

Q: And if I simply subtract the $q=0$ gap from the whole branch?

A: Here that gives $115.6-61.4=54.2$ mHa, closer than rescaling. This order of merit is not general: with four and five bands rescaling gives 56.1 and 56.0 mHa and subtraction 57.5 and 56.9 mHa, so there rescaling is closer and both lie above 54.9 mHa. Both repairs impose the right value at $q=0$; neither supplies the missing transitions, so convergence at finite $q$ must still be established by adding bands.
